# Why unequal ensemble weights kink at crossings, and root flipping in CASSCF: a program that tests the result

```python
# Result under test: for ordered levels E_0<=E_1<=... with fixed weights w_k, the
# ensemble energy sum_k w_k E_k has a slope jump -(w_k-w_{k+1})*s where levels k,k+1
# cross with relative slope s. The jump vanishes for equal weights only if both
# states are included. The same structure in orbital space causes root flipping.
# Model: 4-site Hubbard ring, 2 up + 1 down electrons, hopping t=1 (energy unit),
# repulsion U, staggered potential lam*D with D=(n0+n2-n1-n3)/2, bond alternation
# delta. Active-space model: 3 active orbitals, 1 excluded; theta mixes the fully
# symmetric bonding orbital with the excluded antibonding orbital.
import numpy as np
from scipy.linalg import expm, null_space
from scipy.optimize import minimize, minimize_scalar, brentq
from pyscf import fci

rng = np.random.default_rng(3)
I4 = np.eye(4)


def antisymmetric_pairs(m):
    cols = []
    for i in range(m):
        for j in range(i + 1, m):
            v = np.zeros(m * m)
            v[i * m + j], v[j * m + i] = 1 / np.sqrt(2), -1 / np.sqrt(2)
            cols.append(v)
    return np.array(cols).T


A4, A3 = antisymmetric_pairs(4), antisymmetric_pairs(3)


def up_operator(o):
    return A4.T @ (np.kron(o, I4) + np.kron(I4, o)) @ A4


def one_body(o):
    return np.kron(up_operator(o), I4) + np.kron(np.eye(6), o)


def ring(delta):
    h = np.zeros((4, 4))
    for i in range(4):
        j = (i + 1) % 4
        h[i, j] = h[j, i] = -(1 + delta * (-1) ** i)
    return h


stagger = np.diag([0.5, -0.5, 0.5, -0.5])
HOP = one_body(ring(0.0))
ALT = one_body(ring(1.0) - ring(0.0))
D = one_body(stagger)
N0 = one_body(np.diag([1.0, 0, 0, 0]))
REP = [np.zeros((24, 24)), np.zeros((24, 24))]
for site in range(4):
    n = np.zeros((4, 4))
    n[site, site] = 1
    REP[site % 2] += np.kron(up_operator(n), n)
swap = I4[[2, 1, 0, 3]]
R = np.kron(A4.T @ np.kron(swap, swap) @ A4, swap)
U = 2.0


def ham(lam, delta=0.0, u_even=U, u_odd=U):
    return HOP + delta * ALT + lam * D + u_even * REP[0] + u_odd * REP[1]


def ensemble(w, lam, delta=0.0):
    return np.linalg.eigvalsh(ham(lam, delta))[:len(w)] @ w


def side_slope(f, side, h=1e-4):
    return side * (-3 * f(0.0) + 4 * f(side * h) - f(2 * side * h)) / (2 * h)


def slope_jump(f, h=1e-4):
    return side_slope(f, 1, h) - side_slope(f, -1, h)


# Hamiltonian against an independent full-CI code
eri = np.zeros((4, 4, 4, 4))
for i in range(4):
    eri[i, i, i, i] = U
e_fci = fci.direct_spin1.kernel(ring(0.02) + 0.1 * stagger, eri, 4, (2, 1),
                                nroots=4)[0]
assert np.allclose(e_fci, np.linalg.eigvalsh(ham(0.1, 0.02))[:4], atol=1e-8)

uneq, equal = np.array([0.7, 0.3]), np.array([0.5, 0.5])
print(f"U = {U:.1f} t; unequal weights {uneq}; equal weights {equal}")
E, V = np.linalg.eigh(ham(0.0))
assert abs(E[1] - E[0]) < 1e-10 and E[2] - E[1] > 0.1
print(f"lam=0: E0 = {E[0]:.6f}, E1 = {E[1]:.6f}, E2 = {E[2]:.6f} t")
d_pair = np.linalg.eigvalsh(V[:, :2].T @ D @ V[:, :2])
s = d_pair[1] - d_pair[0]
print(f"slopes of the crossing levels: {d_pair[0]:.6f}, {d_pair[1]:.6f}")
print(f"relative slope s = {s:.6f}")

# Kink, and the matching jump of the ensemble density
for name, w in (("unequal", uneq), ("equal", equal)):
    jump = slope_jump(lambda l: ensemble(w, l))
    assert abs(jump + (w[0] - w[1]) * s) < 1e-5
    dens, dval = [], []
    for lam in (-1e-6, 1e-6):
        c = np.linalg.eigh(ham(lam))[1][:, :2]
        dens.append(np.diag(c.T @ N0 @ c) @ w)
        dval.append(np.diag(c.T @ D @ c) @ w)
    assert abs(dval[1] - dval[0] - jump) < 1e-4
    print(f"{name}: slope jump by finite differences = {jump + 0.0:.5f}")
    print(f"{name}: site-0 density left, right = {dens[0]:.5f}, {dens[1]:.5f}")

# Variational principle and weights that follow the state character
lam_t = 0.1
e_t, v_t = np.linalg.eigh(ham(lam_t))
for trial in range(200):
    k = rng.normal(size=(24, 24))
    q = v_t @ expm(0.05 * (k - k.T))
    assert np.diag(q.T @ ham(lam_t) @ q)[:2] @ uneq >= e_t[:2] @ uneq - 1e-12
c, sn = np.cos(0.3), np.sin(0.3)
mixed = v_t[:, :2] @ np.array([[c, -sn], [sn, c]])
mixed_e = np.diag(mixed.T @ ham(lam_t) @ mixed)
assert mixed_e @ uneq[::-1] < e_t[:2] @ uneq[::-1] - 1e-4
assert abs(mixed_e @ equal - e_t[:2] @ equal) < 1e-12


def parity_level(h, r, p):
    return np.linalg.eigvalsh(h + 50 * (np.eye(len(h)) - p * r))[0]


def followed(lam):
    return (uneq[0] * parity_level(ham(lam), R, -1)
            + uneq[1] * parity_level(ham(lam), R, 1))


assert abs(slope_jump(followed)) < 1e-5
assert followed(lam_t) > ensemble(uneq, lam_t) + 1e-3
print(f"lam=0.1 t: ordered weights {ensemble(uneq, lam_t):.6f} t, "
      f"character-following {followed(lam_t):.6f} t")

# Avoided crossing: curvature by finite differences and by perturbation sum
for delta in (0.02, 0.01):
    e, v = np.linalg.eigh(ham(0.0, delta))
    dm = v.T @ D @ v
    assert abs(abs(dm[0, 1]) - s / 2) < 1e-2
    print(f"delta={delta}: gap = {e[1] - e[0]:.6f} t, |D01| = {abs(dm[0,1]):.5f}")
    for name, w in (("unequal", uneq), ("equal", equal)):
        full = np.append(w, np.zeros(22))
        total = 0.0
        for a in range(24):
            for b in range(a + 1, 24):
                if full[a] != full[b]:
                    total -= 2 * (full[a] - full[b]) * dm[a, b]**2 / (e[b] - e[a])
        h = 2e-4
        num = (ensemble(w, h, delta) - 2 * ensemble(w, 0, delta)
               + ensemble(w, -h, delta)) / h**2
        assert abs(num - total) < 1e-3 * max(1, abs(total))
        print(f"delta={delta}, {name}: curvature = {total:.5f} 1/t")

# Equal weights, but the crossing partner is left out of the ensemble
for M in range(2, 24):
    above = E[M + 1] - E[M] if M < 23 else 1.0
    s_m = np.ptp(np.linalg.eigvalsh(V[:, M-1:M+1].T @ D @ V[:, M-1:M+1]))
    if (E[M] - E[M-1] < 1e-9 and E[M-1] - E[M-2] > 0.05 and above > 0.05
            and s_m > 0.05):
        break
else:
    raise AssertionError("no isolated boundary crossing found")
cut = slope_jump(lambda l: ensemble(np.full(M, 1 / M), l))
whole = slope_jump(lambda l: ensemble(np.full(M + 1, 1 / (M + 1)), l))
assert abs(cut + s_m / M) < 1e-4 and abs(whole) < 1e-4
print(f"boundary crossing: M = {M} equal weights, relative slope = {s_m:.5f}")
print(f"slope jump with M states = {cut:.5f}; with M+1 states = {abs(whole):.5f}")

# Active-space model
bond = np.array([1, 1, 1, 1]) / 2
anti = np.array([1, -1, 1, -1]) / 2
px = np.array([1, 0, -1, 0]) / np.sqrt(2)
py = np.array([0, 1, 0, -1]) / np.sqrt(2)


def lift(orbitals):
    return np.kron(A4.T @ np.kron(orbitals, orbitals) @ A3, orbitals)


def active(theta):
    return lift(np.column_stack(
        [np.cos(theta) * bond - np.sin(theta) * anti, px, py]))


def project(op, theta):
    t = active(theta)
    return t.T @ op @ t


def roots(h, theta):
    return np.linalg.eigvalsh(project(h, theta))


def branch(h, theta, p):
    return parity_level(project(h, theta), project(R, theta), p)


def minimum(f):
    r = minimize_scalar(f, bounds=(-0.7, 0.7), method="bounded",
                        options={"xatol": 1e-10, "maxiter": 200})
    return r.x, r.fun


def branch_minimum(h, w_odd, w_even):
    return minimum(lambda th: w_odd * branch(h, th, -1)
                   + w_even * branch(h, th, 1))


def averaged_energy(lam, w):
    h = ham(lam)
    return min(branch_minimum(h, w[0], w[1])[1], branch_minimum(h, w[1], w[0])[1])


H0 = ham(0.0)
h = 1e-3
em, ec, ep = [branch(H0, x, -1) for x in (-h, 0.0, h)]
a, b = (ep - em) / (2 * h), (ep - 2 * ec + em) / h**2
assert abs(a) > 1e-2 and b > 0
print(f"active space, theta=0: E0 = {roots(H0, 0.0)[0]:.6f} t, "
      f"|a| = {abs(a):.5f} t, b = {b:.5f} t")
for name, w in (("unequal", uneq), ("equal", equal),
                ("second root only", np.array([0.0, 1.0]))):
    jump = slope_jump(lambda th: roots(H0, th)[:2] @ w)
    assert abs(jump + (w[0] - w[1]) * 2 * abs(a)) < 1e-3
    print(f"{name}: slope jump in theta = {jump + 0.0:.5f} t")

# The ordered objective, scanned directly, against the two smooth branches
grid = np.linspace(-0.2, 0.2, 401)
for w in (uneq, equal):
    for lam in (-0.05, 0.05):
        scan = min(roots(ham(lam), th)[:2] @ w for th in grid)
        assert abs(scan - averaged_energy(lam, w)) < 1e-5


def two_step(w, theta, steps=30):
    """Diagonalize, then optimize theta with the CI vectors frozen."""
    path = []
    for _ in range(steps):
        c = np.linalg.eigh(project(H0, theta))[1][:, :2]
        par = c[:, 1] @ project(R, theta) @ c[:, 1]
        theta = minimum(lambda x: np.diag(c.T @ project(H0, x) @ c) @ w)[0]
        path.append((theta, par))
    return path


flip = two_step(np.array([0.0, 1.0]), 0.1)
assert all(flip[i][1] * flip[i + 1][1] < -0.9 for i in range(-7, -1))
print("second root only, last 4 theta:",
      " ".join(f"{x[0]:.5f}" for x in flip[-4:]), "rad")
print("parity of the second root, same steps:",
      " ".join(f"{x[1]:+.0f}" for x in flip[-4:]))
th_eq = two_step(equal, 0.1)[-1][0]
th_p, th_m = two_step(uneq, 0.1)[-1][0], two_step(uneq, -0.1)[-1][0]
th_odd = branch_minimum(H0, *uneq)[0]
th_even = branch_minimum(H0, *uneq[::-1])[0]
assert abs(th_eq) < 1e-5
assert np.allclose(sorted([th_p, th_m]), sorted([th_odd, th_even]), atol=1e-5)
print(f"equal weights: converged |theta| = {abs(th_eq):.5f} rad")
print(f"unequal, starts +0.1 and -0.1 rad: theta = {th_p:.5f}, {th_m:.5f} rad")
est = (uneq[0] - uneq[1]) * abs(a) / b
gap = np.diff(roots(H0, th_p)[:2])[0]
gap_est = 2 * (uneq[0] - uneq[1]) * a**2 / b
assert abs(abs(th_p) / est - 1) < 0.05 and abs(gap / gap_est - 1) < 0.05
gap_eq = np.diff(roots(H0, th_eq)[:2])[0]
assert abs(gap_eq) < 1e-4
print(f"quadratic estimate of |theta*| = {est:.5f} rad")
print(f"spurious gap, unequal = {gap:.6f} t; estimate = {gap_est:.6f} t")
print(f"gap at crossing, equal weights = {abs(gap_eq):.6f} t")

# Kink of the orbital-optimized averaged energy in lam
sides = []
for th in (th_even, th_odd):
    c = np.linalg.eigh(project(H0, th))[1][:, :2]
    sides.append(np.diag(c.T @ project(D, th) @ c) @ uneq)
jump_u = slope_jump(lambda l: averaged_energy(l, uneq), 1e-3)
jump_e = slope_jump(lambda l: averaged_energy(l, equal), 1e-3)
assert abs(jump_u + abs(sides[0] - sides[1])) < 1e-4 and abs(jump_e) < 1e-4
print(f"optimized average, slope jump in lam: unequal = {jump_u:.5f}, "
      f"equal = {abs(jump_e):.5f}")

# Unequal site repulsions: no mirror symmetry between the two minima
ue, uo = 3.0, 1.0


def branch_difference(lam):
    hh = ham(lam, 0.0, ue, uo)
    return branch_minimum(hh, *uneq)[1] - branch_minimum(hh, *uneq[::-1])[1]


lam_c = brentq(branch_difference, -2.0, 1.0, xtol=1e-12)
hc = ham(lam_c, 0.0, ue, uo)
t1, t2 = branch_minimum(hc, *uneq)[0], branch_minimum(hc, *uneq[::-1])[0]
r1, r2 = roots(hc, t1)[:2], roots(hc, t2)[:2]
for th, r in ((t1, r1), (t2, r2)):
    assert np.allclose(sorted([branch(hc, th, -1), branch(hc, th, 1)]), r,
                       atol=1e-9)
assert abs((r1 - r2) @ uneq) < 1e-8 and abs(r1[0] - r2[0]) > 1e-6
print(f"repulsions {ue:.1f}, {uo:.1f} t: switch at lam = {lam_c:.6f} t")
print(f"theta of the two minima = {t1:.5f}, {t2:.5f} rad")
print(f"E0, E1 at first minimum = {r1[0]:.7f}, {r1[1]:.7f} t")
print(f"E0, E1 at second minimum = {r2[0]:.7f}, {r2[1]:.7f} t")

# Search without symmetry restriction on the excluded orbital
for name, w in (("unequal", uneq), ("equal", equal)):
    h5 = ham(0.05)

    def free_energy(u):
        t = lift(null_space(u[None, :] / np.linalg.norm(u)))
        return np.linalg.eigvalsh(t.T @ h5 @ t)[:2] @ w

    starts = [anti + 0.1 * rng.normal(size=4)] + list(rng.normal(size=(3, 4)))
    best = min(minimize(free_energy, u, method="Nelder-Mead",
                        options={"xatol": 1e-7, "fatol": 1e-11,
                                 "maxiter": 1200}).fun for u in starts)
    print(f"{name}, lam=0.05 t: free minus symmetric minimum = "
          f"{best - averaged_energy(0.05, w):.2e} t")

print("all good")
```

It prints:

```
U = 2.0 t; unequal weights [0.7 0.3]; equal weights [0.5 0.5]
lam=0: E0 = -3.209251, E1 = -3.209251, E2 = -2.000000 t
slopes of the crossing levels: -0.370751, 0.370751
relative slope s = 0.741503
unequal: slope jump by finite differences = -0.29660
unequal: site-0 density left, right = 0.82415, 0.67585
equal: slope jump by finite differences = 0.00000
equal: site-0 density left, right = 0.75000, 0.75000
lam=0.1 t: ordered weights -3.225076 t, character-following -3.195416 t
delta=0.02: gap = 0.073411 t, |D01| = 0.37069
delta=0.02, unequal: curvature = -1.69686 1/t
delta=0.02, equal: curvature = -0.19899 1/t
delta=0.01: gap = 0.036706 t, |D01| = 0.37074
delta=0.01, unequal: curvature = -3.19477 1/t
delta=0.01, equal: curvature = -0.19899 1/t
boundary crossing: M = 11 equal weights, relative slope = 0.31836
slope jump with M states = -0.02894; with M+1 states = 0.00000
active space, theta=0: E0 = -3.061553 t, |a| = 1.22761 t, b = 19.35188 t
unequal: slope jump in theta = -0.98209 t
equal: slope jump in theta = 0.00000 t
second root only: slope jump in theta = 2.45521 t
second root only, last 4 theta: -0.06090 0.06090 -0.06090 0.06090 rad
parity of the second root, same steps: +1 -1 +1 -1
equal weights: converged |theta| = 0.00000 rad
unequal, starts +0.1 and -0.1 rad: theta = 0.02538, -0.02538 rad
quadratic estimate of |theta*| = 0.02537 rad
spurious gap, unequal = 0.062297 t; estimate = 0.062300 t
gap at crossing, equal weights = 0.000000 t
optimized average, slope jump in lam: unequal = -0.28557, equal = 0.00000
repulsions 3.0, 1.0 t: switch at lam = -0.606334 t
theta of the two minima = 0.02983, -0.02306 rad
E0, E1 at first minimum = -3.1006260, -3.0342596 t
E0, E1 at second minimum = -3.1011654, -3.0330010 t
unequal, lam=0.05 t: free minus symmetric minimum = -1.33e-14 t
equal, lam=0.05 t: free minus symmetric minimum = -1.78e-14 t
all good
```
